The Lorenz number of a nondegenerate band with power-law scattering

Suppose that the electrons in a semiconductor bar could travel at two energies only, E1 and E2. Each energy is a channel in which electrons drift at fixed total energy. The filling of a channel depends on (E − μ)/T, where μ is the chemical potential measured from the band edge, and electrons drift down the gradient of this filling. If the temperature has slope T′ along the bar and the electrochemical potential falls at the rate F, the combination (E − μ)/T at fixed total energy has the slope

[F − (E − μ)T′/T]/T.

The filling decreases as this combination increases, so the particle flux in channel i is

j_i = G_i [F − (E_i − μ)T′/T],

with a positive coefficient G_i. Let E2 be the higher energy, and let both energies lie above μ, as in a lightly doped semiconductor. Relative to G_i, the force F drives both channels alike, whereas the temperature gradient drives the higher one harder.

Now leave the ends of the bar electrically open, so that j1 + j2 = 0. With G = G1 + G2 and the shares p_i = G_i/G, this condition gives

F = (p1E1 + p2E2 − μ)T′/T.

Putting F back into the flux of channel 2, and using p1 + p2 = 1, we find

j2 = G2 (p1E1 + p2E2 − E2)T′/T = −G p1p2 (E2 − E1)T′/T.

The fast electrons run toward the cold end and an equal number of slow ones return. Each electron carries the heat E − μ, and μ cancels because the fluxes are opposite:

q = (E2 − E1) j2 = −G p1p2 (E2 − E1)² T′/T.

The electronic heat conductivity is κ_e = −q/T′. The electrical conductivity is σ = e²G, because the force is −e times the field and the charge carried is again −e. The Lorenz number is therefore

L = κ_e/(σT) = p1p2 (E2 − E1)²/(e²T²).

The product p1p2(E2 − E1)² is the variance of an energy that takes the value E1 with probability p1 and E2 with probability p2. With a single energy L would be zero: without net current there could be no net heat flow. What L measures is the spread of the energies at which charge is carried.

A real band offers a continuum of channels. Take one parabolic band in three dimensions, with

E = ħ²k_x²/(2m_x) + ħ²k_y²/(2m_y) + ħ²k_z²/(2m_z),

and let field and gradient lie along x, a principal axis. The relaxation time is assumed to depend on energy alone,

τ(E) = τ0 (E/k_BT)^r,

where τ0 may depend on temperature. In the steady state the linearized Boltzmann equation balances drift against relaxation. With μ uniform and F = −eℰ for a field ℰ, the deviation from the equilibrium occupation f0 is

f1 = −τ v_x [T′ ∂f0/∂T + F ∂f0/∂E].

Since f0 depends on (E − μ)/T, its two derivatives are related by ∂f0/∂T = −[(E − μ)/T] ∂f0/∂E. Hence

f1 = τ v_x (−∂f0/∂E)[F − (E − μ)T′/T].

This is the driving term of the two-channel case. To obtain the flux, multiply by v_x and sum over states. If g(E) is the density of states and ⟨v_x²⟩ the mean over the surface of energy E, each energy enters with the spectral weight

s(E) = g(E) ⟨v_x²⟩ τ(E).

Both factors of the band follow from the substitution u_i = ħk_i/√(2m_i), which turns the energy into E = u². The number of states below E is proportional to the volume of a sphere of radius √E, hence to E^(3/2), and its derivative gives g ∝ E^(1/2). The velocity is v_x = ħk_x/m_x = √(2/m_x) u_x. On the sphere the mean of u_x² is E/3, so that ⟨v_x²⟩ = 2E/(3m_x). Therefore

s(E) ∝ E^(1/2) · E · E^r = E^(r+3/2).

The masses have gone into the prefactor, which will cancel. Several equivalent valleys with the same τ(E) change only the prefactor too.

Let G = ∫ s(E)(−∂f0/∂E)dE, and let ⟨ ⟩ now denote an average over energy with the weight s(E)(−∂f0/∂E). The particle and heat fluxes are

j = G [F − ⟨E − μ⟩T′/T],

q = G [F⟨E − μ⟩ − ⟨(E − μ)²⟩T′/T].

Zero current requires F = ⟨E − μ⟩T′/T. The heat flux is then

q = −G (T′/T)[⟨(E − μ)²⟩ − ⟨E − μ⟩²] = −G (T′/T)[⟨E²⟩ − ⟨E⟩²],

because a constant shift does not alter a variance. With σ = e²G and x = E/k_BT,

L = (k_B/e)² [⟨x²⟩ − ⟨x⟩²].

So far the statistics have not been specified. For nondegenerate carriers f0 = exp(η − x), with η = μ/k_BT well below zero, and −∂f0/∂E = f0/k_BT. The factor e^η is common to all energies and drops out of the averages. Writing a = r + 5/2, the weight becomes

x^(a−1) e^(−x).

Its moments follow from an integration by parts. For p > 0,

∫₀^∞ x^p e^(−x) dx = p ∫₀^∞ x^(p−1) e^(−x) dx,

since the boundary term vanishes at both ends. Taking p = a gives ⟨x⟩ = a. Taking p = a + 1 and then p = a gives ⟨x²⟩ = (a + 1)a. The variance is a(a + 1) − a² = a, and the result is

L = (r + 5/2)(k_B/e)².

The integrals converge for r > −5/2. The size of τ0 has disappeared, because it multiplies heat and charge transport equally. A larger r favours fast carriers and widens the range of energies that take part.

The same zero-current condition fixes the thermopower S = ℰ/T′. From F = −eℰ,

S = −(k_B/e)(a − η).

The sign is negative for electrons: they diffuse toward the cold end until a field pushes them back. At fixed electron density μ also varies along the bar, with slope μ′. The driving force is then F = −eℰ − μ′, and the thermopower is −F/(eT′), the electrochemical quantity that a voltmeter reads. The formula for S is unchanged. S contains the mean energy measured from μ, and L the variance. The distinction matters if F is held at zero instead of the current, as when the ends are short-circuited. The ratio of heat flow to σT per unit gradient is

(k_B/e)² ⟨(x − η)²⟩ = (k_B/e)² [a + (a − η)²] = L + S².

The extra S² is heat carried along by the net current, and it does not belong to κ_e.

A direct sum over k-space tests these formulas without using the power law for s(E). The masses were 0.19, 0.19 and 0.92 electron masses, with η = −3, and the derivatives of band and occupation were taken by finite differences. For r = −1/2, 0, 1/2 and 3/2 the sum gives L = 2.0000, 2.5000, 3.0000 and 4.0000 in units of (k_B/e)² along the heavy axis. Along a light axis L agrees with the formula within 0.2 percent, as do S and the zero-field ratio along both axes.

The dimension enters through the density of states. In two dimensions g is constant, so s ∝ E^(r+1) and a = r + 2. The corresponding sum for r = 0 gives 2.0000. A film follows the three-dimensional formula when it is thick compared with both the thermal wavelength and the mean free path. Electrons are then spread over many subbands, and scattering at the surfaces hardly alters τ(E).

Degeneracy gives a second limit. Let z = e^η and expand the Fermi function in z:

f0 = z e^(−x) − z² e^(−2x) + …

−∂f0/∂x = z e^(−x) − 2z² e^(−2x) + …

The substitution y = 2x in the second term shows that the integral of x^(a−1+n) with this weight is zΓ(a + n)[1 − c/2ⁿ], where c = 2^(1−a) z and Γ is the gamma function. To first order in c,

⟨x⟩ = a(1 − c/2)/(1 − c) ≈ a(1 + c/2),

⟨x²⟩ = a(a + 1)(1 − c/4)/(1 − c) ≈ a(a + 1)(1 + 3c/4).

Subtracting the square of the first from the second leaves a + c[3a(a + 1)/4 − a²], and therefore

L ≈ a(k_B/e)² [1 + (3 − a) 2^(1−a) e^η/4].

The Lorenz number at first rises with filling if a < 3 and falls if a > 3.

When η is large, −∂f0/∂x is a narrow peak at x = η, across which s(E) hardly varies. With y = x − η, the variance tends to

∫ y² e^y/(1 + e^y)² dy = 2 Σ (−1)^(n+1) n ∫₀^∞ y² e^(−ny) dy = 4 Σ (−1)^(n+1)/n² = π²/3,

where the first integral runs over all y and the sums start at n = 1. This is the metallic value, 3.29(k_B/e)² or 2.44 × 10⁻⁸ W Ω/K², independent of r at leading order.

As a worked example, take an n-type crystalline silicon film on an insulator, 1 µm thick, at 300 K. Rough typical inputs are 10¹⁶ electrons per cm³ and a mobility of 1200 cm²/Vs. Let acoustic phonons scatter the electrons elastically and equally into all directions, with a matrix element that does not depend on energy. Electrons scattered back into a given state then contribute nothing to f1, which is odd in k and averages to zero over an energy surface. The relaxation rate is the rate of scattering out, proportional to the density of final states: 1/τ ∝ E^(1/2). Thus r = −1/2, a = 2, and

L = 2 × 0.7426 × 10⁻⁸ = 1.485 × 10⁻⁸ W Ω/K².

The conductivity is

σ = neμ_n = 10¹⁶ × 1.602 × 10⁻¹⁹ × 1200 = 1.92 S/cm,

where μ_n is the mobility. In SI units this is 192 S/m, so that

κ_e = LσT = 1.485 × 10⁻⁸ × 192 × 300 ≈ 0.86 mW/(m K).

Against a rough lattice conductivity of 100 W/(m K), the electrons carry about nine parts in a million of the heat. In this film even a large error in L would be invisible in the total heat conductivity. The Lorenz number matters for that total when σ is much larger: at 1000 S/cm and 300 K, each unit of (k_B/e)² is worth 0.22 W/(m K). At such conductivities the carriers may well be degenerate, and η must then be found before L is chosen.

For the thermopower we need η. The six valleys give a density-of-states mass of 1.06 electron masses and an effective density of states of 2.74 × 10¹⁹ cm⁻³. Hence

η = ln[10¹⁶/(2.744 × 10¹⁹)] = −7.92,

S = −86.17 × (2 + 7.92) ≈ −855 µV/K.

This is the diffusion part. At the film's fixed electron density the electric field inside it is only −43 µV/K times T′; the rest of S comes from the slope of μ. Phonon drag, the push that flowing phonons give to the electrons, is left out and would add to its magnitude. With F = 0, the short-circuit condition, the heat ratio is 2 + 9.92² ≈ 100 units of (k_B/e)², fifty times L. Dropping the open-circuit condition would thus change the answer beyond recognition.

Several assumptions can be checked with the film's own numbers. The mobility and the mass 0.258 for conduction give a mean scattering time of 176 fs. The broadening ħ/τ is then 0.14 k_BT, small enough for the Boltzmann picture to be reasonable. The mean free path is 44 nm, far below the thickness, and the thermal wavelength is about 10 nm. Degeneracy raises L only from 2 to 2.0001 units. At 10¹⁹ cm⁻³, with r held at −1/2, it would give 2.09 units, 4 percent above the nondegenerate value. This is the effect of filling alone. Collisions between electrons are left out here; they exchange momentum between fast and slow carriers, which can lower L, and they become more frequent as the density grows.

The scattering law is the weaker assumption. Silicon also has intervalley phonons, whose energy is not small against k_BT. For isotropic matrix elements their scattering back still averages out, and a relaxation time exists, but it is no power of energy. With x0 the phonon energy over k_BT, the total rate has the form

1/τ ∝ √x + w[√(x + x0) + e^(x0) √(x − x0)]/(e^(x0) − 1),

where the last root, for phonon emission, is present when x > x0. For a phonon energy of 60 meV and a chosen coupling w = 2, L falls to 1.40 units, 30 percent below the acoustic value. With the emission term left out, L is about 2.0 units, so the reduction comes from emission: it shortens τ for the most energetic carriers and trims the upper end of the distribution. At fixed σ, κ_e would fall to 0.60 mW/(m K). Since w was chosen and not fitted to silicon, this is an illustration and no prediction. A stronger coupling lowers L further: w = 4 gives 1.22 units.

Ionized impurities act less strongly here. Model their rate as b x^(−3/2), leaving out the slowly varying logarithm of Coulomb scattering, and add it to the acoustic rate √x. A lowering of the mobility from a rough lattice value of 1400 to 1200 cm²/Vs requires b = 0.189. One might expect L to rise, since impurities alone would have r = 3/2 and a = 4. At this strength it falls slightly instead, to 1.97 units (1.98 if the logarithm of screened Coulomb scattering is kept). The spectral weight shows how this can happen:

s ∝ x^(3/2)/(√x + b x^(−3/2)) = x³/(x² + b) = x − bx/(x² + b).

The impurities take away weight mostly at low energy. Removing a small fraction ε of the weight at energy x changes the variance, to first order, by −ε[(x − 2)² − 2], because the original mean and variance are both 2. The change is negative for x < 0.59, positive from there to 3.41, and negative again above. At b = 0.189 these first-order contributions nearly cancel, and the shift of the mean, which enters at second order, decides the sign. The variance is ⟨(x − 2)²⟩ − (⟨x⟩ − 2)². With the weight above, ⟨(x − 2)²⟩ is 2.01 and ⟨x⟩ is 2.20, so the variance is 2.01 − 0.04 = 1.97, a reduction of about 1 percent. The sign of so small a shift is not robust. Stronger impurity scattering raises L above 2 (2.04 units at b = 1). The lattice mobility of silicon also includes intervalley scattering, and if the w = 2 rate is part of the lattice term, the same loss of mobility raises L slightly, by less than 1 percent. Lorenz numbers of separate mechanisms cannot simply be averaged; the rates must be added first.

The band is not quite parabolic either. Replace E by E(1 + αE) in the relation between energy and k², with a rough α = 0.5 per eV. The acoustic rate still follows the density of states, so gτ is constant and s varies as the squared velocity,

s ∝ E(1 + αE)/(1 + 2αE)².

This gives 1.87 units, a reduction of 6.5 percent.

A hotter film brings in holes, and here the two-channel picture returns. Measured as electron energies from the conduction-band edge, the conduction electrons have mean a and variance a. If the holes have the same r, the valence band has mean −E_g/k_BT − a and the same variance, where E_g is the gap. The variance of a mixture is the variance within the groups plus that between their means, so

L = (k_B/e)² [a + (σ_nσ_p/σ²)(E_g/k_BT + 2a)²],

where σ_n and σ_p are the electron and hole conductivities and σ is their sum. Electrons and holes can move together toward the cold end without net charge, carrying the energy of the gap with them. A direct integral over both bands, for a = 2 and a gap of 24 k_BT, agrees with this formula within 0.1 percent. In the film the added term is about 10⁻⁹ at 300 K. At 500 K, with electron density and mobility ratio held fixed (hole mobility 450 against 1200 cm²/Vs), a rough hole mass of 1.1 electron masses and a rough gap of 1.07 eV, it is about 0.19, or 9 percent of the one-band value. The figure is sensitive to these inputs: a gap of 1.06 eV gives 0.23, and a hole mass of 0.81 gives 0.12. The square of a large energy partly makes up for the scarcity of holes.

Amorphous oxides put the derivation under heavier strain. For a material of the In-Ga-Zn-O kind, a rough mass of 0.34 electron masses and a mobility of 10 cm²/Vs give a formal scattering time of 1.9 fs. Then ħ/τ is about 13 k_BT. An electron does not keep a well-defined band energy between collisions, and assigning it a power-law τ(E) is not justified. The variance formula can still serve if charge and heat flow are both integrals over energy with the same spectral conductivity s(E), as for independent electrons scattered elastically, but r then loses its meaning as a scattering exponent.

Two simple forms of s(E), taken with nondegenerate electrons, show what matters. At higher electron densities the filling must be included as well. If transport starts at an edge E0 and s ∝ (E − E0)^(a−1), every energy in the average is shifted by E0. The mean, and with it S at given μ, changes; L remains a(k_B/e)². If instead the weight E^(3/2) is multiplied by the probability that a random barrier lies below E, the shape changes as well. For a Gaussian distribution of barriers with a chosen mean of 50 meV and spread of 20 meV, L at 300 K is 2.32 units, against 2.5 without barriers. This 7 percent reduction belongs to the model and is not a measured property of the oxide. It does show that a value of L deduced from r alone is unsafe where disorder shapes the conducting energies. The remaining inputs and values are in the numerical output.

Computed values

```
Lorenz numbers 'in k2' are in units of (kB/e)^2
kB/e = 86.173 uV/K
(kB/e)^2 = 0.7426 e-8 W Ohm/K^2
r = -0.5: k-space sum 2.0000 k2, formula 2.0 k2, L = 1.485 e-8 W Ohm/K^2
r = +0.0: k-space sum 2.5000 k2, formula 2.5 k2, L = 1.856 e-8 W Ohm/K^2
r = +0.5: k-space sum 3.0000 k2, formula 3.0 k2, L = 2.228 e-8 W Ohm/K^2
r = +1.5: k-space sum 4.0000 k2, formula 4.0 k2, L = 2.970 e-8 W Ohm/K^2
two-dimensional band, r = 0: k-space sum 2.0000 k2
metallic limit pi^2/3 = 3.2899 k2 = 2.443 e-8 W Ohm/K^2
-- silicon film, inputs (rough) --
temperature 300 K, kB T = 25.85 meV
electron density 1.0e+16 cm^-3
mobility 1200, lattice-limited 1400 cm2/Vs
thickness 1000 nm
lattice heat conductivity 100 W/(m K)
masses: transverse 0.19, longitudinal 0.92 m0, valleys 6
-- silicon film, results --
density-of-states mass 1.061 m0, conductivity mass 0.258 m0
effective density of states 2.744e+19 cm^-3
eta = -7.917
L = 1.485 e-8 W Ohm/K^2 (2.0 k2)
sigma = 1.923 S/cm
kappa_e = 0.857 mW/(m K)
kappa_e / lattice part = 8.57e-06
thermopower S = -854.6 uV/K (no phonon drag)
zero-field heat ratio = 100.3 k2
-- neglected effects --
impurity strength b = 0.189; L with impurities 1.973 k2
intervalley phonon 60 meV, coupling 2.0: L = 1.397 k2
nonparabolicity 0.5 per eV: L = 1.869 k2
degeneracy, film density: L = 2.00009 k2
degeneracy, 1e19 cm^-3: eta = -0.881, L = 2.087 k2
hole inputs: mass 1.1 m0, mobility 450 cm2/Vs, gap 1.12 eV (300 K), 1.07 eV (500 K)
holes add 1.0e-09 k2 at 300 K
holes add 0.188 k2 at 500 K
mean scattering time 176.2 fs
mean free path 44.0 nm
thermal wavelength (transverse mass) 9.9 nm
(hbar/tau)/(kB T) = 0.144
-- amorphous oxide, In-Ga-Zn-O kind (rough) --
mass 0.34 m0, mobility 10 cm2/Vs
formal scattering time 1.93 fs
(hbar/tau)/(kB T) = 13.2
barrier model, mean 50 meV, spread 20 meV: L = 2.319 k2 (2.5 without)
```
